# Valence band offsets from bulk edges and an interface potential lineup: test program

```python
"""Valence band offset from bulk edges plus potential lineup.

Result under test (A and B are two insulators joined at a planar interface):
  VBO = (Ev_A - Vbar_A) - (Ev_B - Vbar_B) + (Vmac_A - Vmac_B)
Ev   : valence edge of a separate bulk run
Vbar : cell average of the potential in that bulk run
Vmac : macroscopic average of the potential deep inside a supercell layer
Model: planar ions, uniform in the plane, two electrons per ion and area,
Kohn-Sham with Hartree and local exchange, in-plane motion frozen.
Potentials are electron potential energies; Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.signal import resample
from scipy.constants import physical_constants

HA_EV = physical_constants["Hartree energy in eV"][0]
AREA = 20.0              # area per ion in the plane
H = 0.25                 # grid spacing
ION_WIDTH = 0.7          # Gaussian width of the ion charge
WELL_WIDTH = 1.0         # Gaussian width of the short-range well
PERIOD = {"A": 5.0, "B": 6.0}
WELL = {"A": -0.3, "B": -0.4}
CHARGE = 2.0


def solve_scf(length, positions, charges, wells, kpoints):
    """Self-consistent potential, density and states of a periodic cell."""
    npts = int(round(length / H))
    g = 2 * np.pi * np.fft.fftfreq(npts, H)
    phases = np.exp(-1j * np.outer(g, positions))

    def gaussians(weights, width):
        coeff = phases @ np.asarray(weights) / length
        coeff = coeff * np.exp(-0.5 * (g * width) ** 2)
        return np.fft.ifft(coeff).real * npts

    ions = gaussians(np.asarray(charges) / AREA, ION_WIDTH)
    well = gaussians(np.asarray(wells) * WELL_WIDTH * np.sqrt(2 * np.pi),
                     WELL_WIDTH)
    nocc = len(positions)
    kinetic = []
    for k in kpoints:
        t = np.fft.ifft(0.5 * ((g + k) ** 2)[:, None]
                        * np.fft.fft(np.eye(npts), axis=0), axis=0)
        kinetic.append(t.real if k == 0 else t)

    def potentials(density):
        rho_g = np.fft.fft(ions - density)
        v_g = np.zeros(npts, complex)
        v_g[1:] = -4 * np.pi * rho_g[1:] / g[1:] ** 2
        v_es = np.fft.ifft(v_g).real
        v_x = -(3 * density / np.pi) ** (1 / 3)
        return v_es, v_es + v_x + well

    # neutral atom-like start; small floor keeps the density positive
    start = np.maximum(gaussians(np.asarray(charges) / AREA, 1.2), 1e-6)
    v = potentials(start)[1]
    v_hist, r_hist, beta = [], [], 0.4
    for _ in range(150):
        density = np.zeros(npts)
        for t in kinetic:
            energies, states = eigh(t + np.diag(v),
                                    subset_by_index=[0, nocc])
            density += 2 * np.sum(np.abs(states[:, :nocc]) ** 2, axis=1)
        density /= H * AREA * len(kpoints)
        v_es, v_out = potentials(density)
        res = v_out - v
        if np.max(np.abs(res)) < 1e-9:
            return dict(v=v_out, v_es=v_es, rho=ions - density, g=g,
                        energies=energies, states=states, nocc=nocc)
        v_hist, r_hist = (v_hist + [v])[-7:], (r_hist + [res])[-7:]
        new = v + beta * res
        if len(v_hist) > 1:
            dv = np.diff(v_hist, axis=0).T
            dr = np.diff(r_hist, axis=0).T
            c = np.linalg.lstsq(dr, res, rcond=1e-12)[0]
            new = new - (dv + beta * dr) @ c
        v = new
    raise RuntimeError("self-consistency not reached")


def bulk(name):
    a = PERIOD[name]
    kpts = ((np.arange(40) + 0.5) / 40 - 0.5) * 2 * np.pi / a
    run = solve_scf(a, [a / 2], [CHARGE], [WELL[name]], kpts)
    npts = len(run["v"])
    bands = []
    for k in np.linspace(0, np.pi / a, 21):
        t = np.fft.ifft(0.5 * ((run["g"] + k) ** 2)[:, None]
                        * np.fft.fft(np.eye(npts), axis=0), axis=0)
        bands.append(eigh(t + np.diag(run["v"]), eigvals_only=True)[:2])
    bands = np.array(bands)
    assert np.argmax(bands[:, 0]) == 20 and np.argmin(bands[:, 1]) == 20
    return dict(ev=bands[-1, 0], ec=bands[-1, 1], width=np.ptp(bands[:, 0]),
                es=run["v_es"].mean(), tot=run["v"].mean())


def supercell(n, delta=0.0):
    """n cells of A then n of B; delta moves ion charge from A to B
    at the ions next to each interface."""
    a, b = PERIOD["A"], PERIOD["B"]
    cells = np.arange(n) + 0.5
    positions = np.concatenate([cells * a, n * a + cells * b])
    charges = np.full(2 * n, CHARGE)
    charges[[0, n - 1]] -= delta
    charges[[n, 2 * n - 1]] += delta
    wells = [WELL["A"]] * n + [WELL["B"]] * n
    run = solve_scf(n * (a + b), positions, charges, wells, [0.0])
    run["mid"] = {"A": n * a / 2, "B": n * a + n * b / 2}
    run["n"] = n
    run["gap"] = run["energies"][run["nocc"]] - run["energies"][run["nocc"] - 1]
    assert run["gap"] > 0.05
    return run


def box_average(run, f, windows):
    filt = np.ones(len(f))
    for w in windows:
        filt = filt * np.sinc(run["g"] * w / (2 * np.pi))
    return np.fft.ifft(np.fft.fft(f) * filt).real


BOTH = (PERIOD["A"], PERIOD["B"])


def plateau(run, f, name):
    return box_average(run, f, BOTH)[int(round(run["mid"][name] / H))]


def ripple(run, windows, name):
    f = box_average(run, run["v_es"], windows)
    i = int(round(run["mid"][name] / H))
    m = int(round(PERIOD[name] / H / 2))
    return np.ptp(f[i - m:i + m + 1])


def local_edges(run, name):
    """Edges of the central cell from the trace of its transfer matrix."""
    fine = 8
    v = resample(run["v"], fine * len(run["v"]))
    a = PERIOD[name]
    i0 = int(round((run["mid"][name] - a / 2) / H)) * fine
    cell = v[i0:i0 + int(round(a / H)) * fine + 1]
    step = 2 * H / fine

    def trace_plus_two(e):
        e = np.asarray(e, float)
        total = 2.0
        for column in (0, 1):
            p = np.full(e.shape, 1.0 - column)
            q = np.full(e.shape, float(column))
            for j in range(0, len(cell) - 2, 2):
                w0, w1, w2 = (2 * (cell[j + s] - e) for s in (0, 1, 2))
                p1, q1 = q, w0 * p
                p2, q2 = q + step / 2 * q1, w1 * (p + step / 2 * p1)
                p3, q3 = q + step / 2 * q2, w1 * (p + step / 2 * p2)
                p4, q4 = q + step * q3, w2 * (p + step * p3)
                p = p + step / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
                q = q + step / 6 * (q1 + 2 * q2 + 2 * q3 + q4)
            total = total + (p if column == 0 else q)
        return total

    grid = np.arange(cell.min(), cell.min() + 1.5, 0.01)
    values = trace_plus_two(grid)
    flips = np.where(values[:-1] * values[1:] < 0)[0][:2]
    return [brentq(lambda e: float(trace_plus_two(e)), grid[i], grid[i + 1],
                   xtol=1e-11) for i in flips]


def top_central_level(run, name):
    """Highest occupied level with weight in the middle third of a layer."""
    z = np.arange(len(run["v"])) * H
    inside = np.abs(z - run["mid"][name]) < run["n"] * PERIOD[name] / 6
    occ = run["nocc"]
    weight = np.sum(run["states"][inside, :occ] ** 2, axis=0)
    return run["energies"][:occ][weight > 0.1].max()


bulks = {x: bulk(x) for x in "AB"}
A, B = bulks["A"], bulks["B"]
main, small = supercell(12), supercell(6)
DELTA = 0.02
dipole = supercell(12, DELTA)


def lineup(run, key="v_es"):
    return plateau(run, run[key], "A") - plateau(run, run[key], "B")


# offset by the formula, with two choices of reference potential
bulk_es = (A["ev"] - A["es"]) - (B["ev"] - B["es"])
bulk_tot = (A["ev"] - A["tot"]) - (B["ev"] - B["tot"])
dv_es, dv_tot = lineup(main), lineup(main, "v")
vbo, vbo_tot = bulk_es + dv_es, bulk_tot + dv_tot
gap_a, gap_b = A["ec"] - A["ev"], B["ec"] - B["ev"]
cbo = vbo + gap_a - gap_b
assert abs(vbo - vbo_tot) < 1e-4

# direct local edges, no potential average involved
edge_a, edge_b = local_edges(main, "A"), local_edges(main, "B")
vbo_direct, cbo_direct = edge_a[0] - edge_b[0], edge_a[1] - edge_b[1]
assert abs(vbo - vbo_direct) < 1e-4
assert abs(cbo - cbo_direct) < 1e-4

# true supercell eigenstates approach the predicted edges
def deficit(run, name):
    edge = bulks[name]["ev"] - bulks[name]["es"] \
        + plateau(run, run["v_es"], name)
    return edge - top_central_level(run, name)


def_a, def_b, def_a_small = (deficit(main, "A"), deficit(main, "B"),
                             deficit(small, "A"))
assert abs(def_a) < 5e-3 and abs(def_b) < 5e-3
assert abs(def_a) < 0.5 * abs(def_a_small)

# lineup as the dipole of the averaged charge between the layer centres
rho_mac = box_average(main, main["rho"], BOTH)
i_a, i_b = (int(round(main["mid"][x] / H)) for x in "AB")
z_rel = np.arange(i_a, i_b + 1) * H - main["n"] * PERIOD["A"]
dv_dipole = 4 * np.pi * np.trapezoid(z_rel * rho_mac[i_a:i_b + 1], dx=H) \
    if hasattr(np, "trapezoid") else \
    4 * np.pi * np.trapz(z_rel * rho_mac[i_a:i_b + 1], dx=H)
assert abs(dv_dipole - dv_es) < 1e-4

# flatness needs both windows
flat_a, flat_b = ripple(main, BOTH, "A"), ripple(main, BOTH, "B")
single_b = ripple(main, BOTH[:1], "B")
assert max(flat_a, flat_b) < 1e-4 and single_b > 100 * flat_b

# thickness convergence of the lineup
dv_small = lineup(small)
assert abs(dv_small - dv_es) < 1e-3

# same bulks, different interface: the offset moves with the lineup
dv_mod = lineup(dipole)
vbo_mod = bulk_es + dv_mod
vbo_mod_direct = local_edges(dipole, "A")[0] - local_edges(dipole, "B")[0]
assert abs(vbo_mod - vbo_mod_direct) < 1e-4
assert abs(vbo_mod_direct - vbo_direct) > 0.01
bare = 4 * np.pi * DELTA * 0.5 * sum(BOTH) / AREA


def show(label, value, unit="Ha", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Area per ion", AREA, "bohr^2", 1)
show("Ion charge", CHARGE, "e", 1)
show("Ion charge width", ION_WIDTH, "bohr", 2)
show("Well width", WELL_WIDTH, "bohr", 2)
show("Grid spacing", H, "bohr", 2)
for x in "AB":
    show(f"Period {x}", PERIOD[x], "bohr", 1)
    show(f"Well depth parameter {x}", WELL[x], "Ha", 2)
    show(f"Bulk {x} valence edge minus electrostatic average",
         bulks[x]["ev"] - bulks[x]["es"])
    show(f"Bulk {x} valence edge minus total-potential average",
         bulks[x]["ev"] - bulks[x]["tot"])
    show(f"Bulk {x} gap", bulks[x]["ec"] - bulks[x]["ev"])
    show(f"Bulk {x} valence band width", bulks[x]["width"])
    show(f"Supercell electrostatic plateau {x}",
         plateau(main, main["v_es"], x))
print("Cells per layer, main and small supercell:", main["n"], small["n"])
show("Bulk term, electrostatic reference", bulk_es)
show("Lineup, electrostatic reference", dv_es)
show("Bulk term, total-potential reference", bulk_tot)
show("Lineup, total-potential reference", dv_tot)
show("VBO from formula, electrostatic reference", vbo)
show("VBO from formula, total-potential reference", vbo_tot)
show("VBO from local edges", vbo_direct)
show("VBO from formula", vbo * HA_EV, "eV", 3)
show("CBO from formula", cbo)
show("CBO from local edges", cbo_direct)
show("CBO from formula", cbo * HA_EV, "eV", 3)
show("Lineup from charge dipole", dv_dipole)
show("Lineup in small supercell", dv_small)
print(f"Ripple, two windows, layer A: {flat_a:.1e} Ha")
print(f"Ripple, two windows, layer B: {flat_b:.1e} Ha")
print(f"Ripple, window of A only, layer B: {single_b:.1e} Ha")
show("Edge minus top central level, A, main supercell", def_a)
show("Edge minus top central level, A, small supercell", def_a_small)
show("Edge minus top central level, B, main supercell", def_b)
show("Charge moved at modified interface", DELTA, "e", 3)
show("Unscreened dipole step", bare)
show("Lineup, modified interface", dv_mod)
show("Change of lineup", dv_mod - dv_es)
show("VBO from formula, modified interface", vbo_mod)
show("VBO from local edges, modified interface", vbo_mod_direct)
print("OK")
```

Running it gives:

```
Area per ion: 20.0 bohr^2
Ion charge: 2.0 e
Ion charge width: 0.70 bohr
Well width: 1.00 bohr
Grid spacing: 0.25 bohr
Period A: 5.0 bohr
Well depth parameter A: -0.30 Ha
Bulk A valence edge minus electrostatic average: -0.370845 Ha
Bulk A valence edge minus total-potential average: 0.033662 Ha
Bulk A gap: 0.299391 Ha
Bulk A valence band width: 0.087819 Ha
Supercell electrostatic plateau A: -0.016583 Ha
Period B: 6.0 bohr
Well depth parameter B: -0.40 Ha
Bulk B valence edge minus electrostatic average: -0.479561 Ha
Bulk B valence edge minus total-potential average: -0.086329 Ha
Bulk B gap: 0.382731 Ha
Bulk B valence band width: 0.030071 Ha
Supercell electrostatic plateau B: 0.013707 Ha
Cells per layer, main and small supercell: 12 6
Bulk term, electrostatic reference: 0.108716 Ha
Lineup, electrostatic reference: -0.030290 Ha
Bulk term, total-potential reference: 0.119991 Ha
Lineup, total-potential reference: -0.041565 Ha
VBO from formula, electrostatic reference: 0.078426 Ha
VBO from formula, total-potential reference: 0.078426 Ha
VBO from local edges: 0.078426 Ha
VBO from formula: 2.134 eV
CBO from formula: -0.004914 Ha
CBO from local edges: -0.004914 Ha
CBO from formula: -0.134 eV
Lineup from charge dipole: -0.030290 Ha
Lineup in small supercell: -0.030289 Ha
Ripple, two windows, layer A: 3.6e-10 Ha
Ripple, two windows, layer B: 7.9e-14 Ha
Ripple, window of A only, layer B: 2.7e-02 Ha
Edge minus top central level, A, main supercell: 0.001786 Ha
Edge minus top central level, A, small supercell: 0.005469 Ha
Edge minus top central level, B, main supercell: 0.000605 Ha
Charge moved at modified interface: 0.020 e
Unscreened dipole step: 0.069115 Ha
Lineup, modified interface: 0.001053 Ha
Change of lineup: 0.031343 Ha
VBO from formula, modified interface: 0.109769 Ha
VBO from local edges, modified interface: 0.109769 Ha
OK
```
